Dipolar surface-phonon resonance of a small MgO sphere

PROBLEM

An isolated MgO sphere of radius a = 10 nm stands in vacuum. Take a static permittivity ε_s = 9.8, an optical permittivity ε_∞ = 3 and a transverse optical phonon at ω_TO = 400 cm⁻¹. At what wavenumber does the sphere have its dipolar surface-phonon resonance? Do damping and the finite speed of light move it noticeably?

Permittivities are relative, and ε₀ = 1 in the equations. Fields vary as exp(−iωt). The symbol ω stands for a wavenumber; the common factor 2πc cancels from every frequency ratio. The crystal is cubic and therefore isotropic in its linear response. One infrared-active phonon is kept, and ε_∞ is constant over the infrared range.

HINTS

1. Write an equation of motion for the ions and fix its coupling constant from the static permittivity.
2. The sphere is far smaller than the wavelength, so begin with electrostatics. Which permittivity allows a dipole field with no applied field?
3. Equate that permittivity to the one from the first hint.
4. For the speed of light, match the tangential fields of an electric dipole wave and expand in x = 2πa/λ.

SOLUTION

Step 1: ionic and electronic permittivity

Let w be the relative displacement of the two ion species, scaled to absorb mass and density. The energy density

U = ½ω_TO² w² − b w E − ½(ε_∞ − 1)E²

gives the force −∂U/∂w and the polarization P = −∂U/∂E:

w″ = −ω_TO² w + bE
P = bw + (ε_∞ − 1)E.

The same b appears in both because both come from one energy. In a static field w = bE/ω_TO², so P = [b²/ω_TO² + ε_∞ − 1]E. This must equal (ε_s − 1)E, hence

b² = (ε_s − ε_∞)ω_TO².

The ions contribute 9.8 − 3 = 6.8 to the static permittivity. At frequency ω, w = bE/(ω_TO² − ω²), and therefore

ε(ω) = ε_∞ + (ε_s − ε_∞)ω_TO²/(ω_TO² − ω²).

Below ω_TO this is positive. Just above ω_TO it starts from −∞ and rises steadily towards ε_∞. It crosses zero at the longitudinal phonon,

ω_LO = ω_TO √(ε_s/ε_∞) = 400 √(9.8/3) = 723 cm⁻¹.

Each negative value of ε thus occurs once, between 400 and 723 cm⁻¹.

Step 2: the dipole condition

In an applied field E₀ along z, the potentials are

inside: φ = −A r cosθ
outside: φ = −E₀ r cosθ + B cosθ/r².

Continuity of φ at r = a gives A = E₀ − B/a³. Continuity of the normal displacement, −ε ∂φ/∂r, gives εA = E₀ + 2B/a³. Substituting B/a³ = E₀ − A into the second condition,

εA = 3E₀ − 2A, so (ε + 2)A = 3E₀.

It follows that B = a³E₀(ε − 1)/(ε + 2), which corresponds to the polarizability

α = 4πa³(ε − 1)/(ε + 2).

A free oscillation has E₀ = 0 but A ≠ 0. This requires ε = −2.

Step 3: the resonance

Setting ε(ω) = −2 and multiplying by ω² − ω_TO²,

(ε_∞ + 2)(ω² − ω_TO²) = (ε_s − ε_∞)ω_TO².

Collecting the terms in ω_TO² gives

ω_F = ω_TO √[(ε_s + 2)/(ε_∞ + 2)].

With the given numbers,

ω_F² = 160000 × 11.8/5 = 377600 cm⁻²
ω_F = 614.5 cm⁻¹.

This equals 18.42 THz, a quantum of 76.2 meV, or a vacuum wavelength of 16.27 µm.

Step 4: what stiffens the vibration

With E₀ = 0 the uniform inner field is produced by the sphere's own surface charge. The dipole moment 4πB equals the volume 4πa³/3 times P, so B/a³ = P/3. Continuity of the potential then gives E = A = −B/a³ = −P/3. This relation does not involve ε, so it can be put into the equations of Step 1:

P = bw − (ε_∞ − 1)P/3, so P = 3bw/(ε_∞ + 2)
E = −bw/(ε_∞ + 2)
w″ = −[ω_TO² + b²/(ε_∞ + 2)]w.

The surface charge pulls the ions back and adds 6.8 × 160000/5 = 217600 cm⁻² to the squared frequency. Added to 160000 cm⁻², this reproduces Step 3. At fixed ionic coupling b, a larger ε_∞ weakens the extra restoring force, because the electrons screen the field.

Step 5: why the word "dipolar" matters

For multipole order l, the potential varies as (r/a)^l inside and (a/r)^(l+1) outside, with a common angular factor. Continuity of the normal displacement gives −εl = l + 1, or ε = −(l + 1)/l. The quadrupole, l = 2, needs ε = −3/2:

ω₂ = 400 √(11.3/4.5) = 633.9 cm⁻¹.

As l grows, ε tends to −1 and the resonance to 400 √(10.8/4) = 657.3 cm⁻¹. The same condition holds at a flat boundary between thick MgO and vacuum for surface waves whose wavenumber q along the boundary is far above 2π/λ, so that electrostatics applies. There the potential falls as exp(−q|z|) on both sides, and the normal displacement is continuous if ε = −1. The sphere's frequency is therefore not the electrostatic surface frequency of a flat boundary.

Step 6: damping

Replace ω_TO² − ω² in ε(ω) by D = ω_TO² − ω² − iγω, with constant γ. Since b²/(ε_∞ + 2) = ω_F² − ω_TO²,

ε + 2 = (ε_∞ + 2)(ω_F² − ω² − iγω)/D.

Write (ε − 1)/(ε + 2) = 1 − 3/(ε + 2), and use D = (ω_F² − ω² − iγω) − (ω_F² − ω_TO²). The imaginary part is then

Im[(ε − 1)/(ε + 2)] = [3(ω_F² − ω_TO²)/(ε_∞ + 2)] γω/[(ω_F² − ω²)² + γ²ω²].

The absorbed power at fixed incident intensity carries one more factor ω, because it is the mean of field times rate of change of dipole moment. Dividing numerator and denominator by ω² gives the line shape

absorption ∝ γ/{[(ω_F² − ω²)/ω]² + γ²}.

The maximum is at ω_F for any γ in this quasi-static model. Half the maximum is reached where |ω_F² − ω²| = γω, that is, at

ω± = √(ω_F² + γ²/4) ± γ/2.

The full width is therefore γ. For a rough γ = 15 cm⁻¹, the line is 15 cm⁻¹ wide and still centred at 614.5 cm⁻¹.

Step 7: the finite speed of light

In an electric dipole wave the magnetic field is H_φ = [u(r)/r] sinθ. Since curl H is proportional to εE, the tangential electric field is proportional to (1/ε)(1/r)(du/dr) sinθ. Both u and (1/ε)du/dr must be continuous.

Let k = 2π/λ and m² = ε. Inside, u ∝ ψ(mkr) with ψ(z) = z j₁(z). Outside, use χ(kr) with χ(z) = −z y₁(z), where j₁ and y₁ are spherical Bessel functions. An outgoing wave also contains j₁, but near the sphere j₁/y₁ is of order x³. That part gives radiation damping and is dropped here. At r = a,

ψ(mx)χ′(x) = χ(x)ψ′(mx)/m.

For small arguments,

ψ(z) ≈ (z²/3)(1 − z²/10), ψ′(z) ≈ (2z/3)(1 − z²/5)
χ(x) ≈ (1/x)(1 + x²/2), χ′(x) ≈ −(1/x²)(1 − x²/2).

Inserting these and multiplying by 3 gives, to order x²,

−ε(1 − εx²/10 − x²/2) = 2(1 − εx²/5 + x²/2).

In the small corrections ε may be replaced by −2:

−ε(1 − 3x²/10) = 2(1 + 9x²/10), so ε ≈ −2 − 12x²/5.

The slope of the permittivity turns this into a frequency shift:

dε/dω = 2ω_F(ε_s − ε_∞)ω_TO²/(ω_TO² − ω_F²)² = 0.0282 cm
x = 2π × 10 nm/16270 nm = 0.00386
Δω ≈ −(12/5)x²/(dε/dω) = −0.0013 cm⁻¹.

Solving the unexpanded matching condition by numerical root finding gives the same shift to these digits. Retardation is negligible at this radius. Its leading shift grows as a², so the electrostatic answer eventually fails for larger spheres.

Step 8: comparison with a real grain

The three material inputs are rough values for MgO, and they limit the prediction more than retardation does. Raising ε_s by 0.10 moves the answer up by 2.6 cm⁻¹; lowering ε_∞ by 0.05 moves it up by 3.1 cm⁻¹. In each case the other two inputs are held fixed. If heating softened ω_TO by a trial 1 % at fixed b and ε_∞, Step 4 would give

ω = √(0.99² × 160000 + 217600) = 611.9 cm⁻¹,

a fall of 2.6 cm⁻¹. The surface ions also have different surroundings. A layer 0.21 nm thick holds 1 − (1 − 0.021)³ = 6.2 % of the volume. If its springs were 20 % stiffer, and the stiffening were averaged over the sphere, the resonance would rise by 1.6 cm⁻¹. Both changes are assumed in order to set a scale; they are not measured properties. The permittivity is also taken as local, which ignores the dependence of the phonon frequencies on wavevector. In a grain this small the surface can couple the mode to short-wavelength longitudinal phonons, and this adds to the linewidth by an amount that grows as the radius shrinks. Multiphonon absorption, left out here, makes γ depend on frequency and can distort, widen and shift the line; the unshifted peak of Step 6 holds for constant γ. As a trial, adding to ε a weak damped oscillator at 640 cm⁻¹, with a static contribution of 0.02 and a damping constant of 102 cm⁻¹, lowers the peak by about 2 cm⁻¹ and widens the line from 15 to about 23 cm⁻¹. Both effects grow roughly in proportion to the assumed strength: a static contribution of 0.045 lowers the peak by about 5 cm⁻¹ and widens the line to about 34 cm⁻¹. A grain in contact with other solids is not isolated in vacuum, and a real grain need not be a sphere. The variations give one example each for the effect of surroundings and of shape.

VARIATION 1: A TRANSPARENT HOST

Embed the sphere in a lossless medium of constant permittivity ε_m. With E₀ = 0, continuity of the potential still gives A = −B/a³, while the normal displacement now gives εA = 2ε_m B/a³. Hence ε = −2ε_m, and Step 3 becomes

ω² = ω_TO²(ε_s + 2ε_m)/(ε_∞ + 2ε_m).

For ε_m = 2.3,

ω = 400 √(14.4/7.6) = 550.6 cm⁻¹,

which is 64 cm⁻¹ below the vacuum result. The host's polarization charge partly cancels the surface charge of the sphere and weakens the restoring field. As ε_m → ∞ the restoring field vanishes and ω → ω_TO. The formula needs a host without its own phonon resonance near this frequency; otherwise ε_m(ω) must be kept in the equation.

VARIATION 2: A SLIGHTLY ELONGATED GRAIN

Return to vacuum and stretch the sphere into a spheroid with axis ratio 1.2. Let Φ be the potential of the same body filled with unit charge density, so that ∇²Φ = −1 inside. A uniformly polarized body is two such charge distributions, of opposite sign and slightly displaced, with potential −P·∇Φ. Inside a homogeneous ellipsoid Φ is quadratic in the coordinates, so along each principal axis the field is uniform:

E_i = −L_i P_i, L_i = −∂²Φ/∂x_i², L₁ + L₂ + L₃ = 1.

For a sphere, symmetry gives L = 1/3, as in Step 4. For the spheroid, numerical integration of the field of the surface charge at the centre gives L = 0.286 along the long axis. Each short axis has (1 − 0.286)/2 = 0.357.

Combining E = −LP with P = (ε − 1)E gives 1 + L(ε − 1) = 0. Inserting ε(ω) and multiplying by ω_TO² − ω²,

[1 + L(ε_∞ − 1)](ω_TO² − ω²) + L(ε_s − ε_∞)ω_TO² = 0
ω² = ω_TO²[1 + L(ε_s − 1)]/[1 + L(ε_∞ − 1)].

The results are

long axis: 598.3 cm⁻¹
short axes: 621.8 cm⁻¹.

The single resonance splits by about 23 cm⁻¹, more than the assumed linewidth of 15 cm⁻¹. With the wider lines of Step 8 the two peaks overlap strongly, and at a width near 34 cm⁻¹ they practically merge. Polarization along the long axis puts its surface charges farther apart, so the restoring field is weaker and the frequency lower. L = 0 and L = 1 return ω_TO and ω_LO. A faceted grain is not an ellipsoid: its inner field is not uniform, and these values do not apply to it.

All numerical values are calculated from the stated model.
